# Slow-current switching threshold of a perpendicular macrospin under spin-orbit torque, part 2

A uniformly magnetized film has its easy axis along \(z\). A current along \(x\) in an adjacent metal injects magnetic moment along \(\boldsymbol\sigma=-\hat{\mathbf y}\), and a bias field \(B_x\) points along \(x\). How strong must a slowly rising damping-like torque be for the magnetization to lose its up state?

In atomic units (\(\hbar=e=m_e=1\), Bohr magneton \(\mu_B=1/2\)), the torque is measured by the field

\[
B_D=\frac{\theta_{\rm SH}\,j}{2Mt}, \tag{1}
\]

with effective spin Hall angle \(\theta_{\rm SH}\), charge current density \(j\), moment per volume \(M\) and magnet thickness \(t\). The net anisotropy field is \(B_K\); \(h=B_x/B_K\) and \(d=B_D/B_K\) are positive. Time is in units of \(1/(\gamma B_K)\), with \(\gamma=1\) for a \(g\)-factor of 2. The unit magnetization \(\mathbf m\) obeys, with Gilbert damping \(\alpha\),

\[
\mathbf b=(h+dm_z,\;0,\;m_z-dm_x), \tag{3}
\]

\[
(1+\alpha^2)\dot{\mathbf m}=-\mathbf m\times\mathbf b-\alpha\,\mathbf m\times(\mathbf m\times\mathbf b). \tag{4}
\]

Stationary states satisfy \(\mathbf b=\lambda\mathbf m\):

\[
h+dm_z=\lambda m_x,\qquad 0=\lambda m_y,\qquad m_z-dm_x=\lambda m_z. \tag{5}
\]

Either \(\lambda=0\), or \(m_y=0\) and \(\mathbf m=(\sin\theta,0,\cos\theta)\) with

\[
d=f(\theta)=\cos\theta\,(\sin\theta-h). \tag{6}
\]

For these coplanar states, \(A=f'(\theta)=\lambda-\sin^2\theta\), and small deviations have

\[
\text{trace}=-\frac{\alpha(A+\lambda)}{1+\alpha^2},\qquad
\text{determinant}=\frac{\alpha^2A\lambda+A\lambda}{(1+\alpha^2)^2}=\frac{A\lambda}{1+\alpha^2}. \tag{11}
\]

The up state is stable (\(A>0\)) until it merges with a coplanar saddle (\(A<0\)) at the maximum of \(f\), where \(\theta=\theta_c\) and \(\sin\theta_c=s_c\):

\[
s_c=\frac{h+\sqrt{h^2+8}}{4}, \tag{8}
\]

\[
d_c(h)=\sqrt{1-s_c^2}\,(s_c-h). \tag{9}
\]

By symmetry, for fixed \(\boldsymbol\sigma\), the threshold of the down state at bias \(h\) is that of the up state at \(-h\). Reversing the current alone affects the up threshold as reversing the bias alone does.

## 7. The law for small bias

The threshold is the maximum over \(\theta\) of \(\tfrac12\sin2\theta-h\cos\theta\). When \(h\) changes, the maximizing angle also changes, but this has no first-order effect because the slope in \(\theta\) is zero there. What remains is the explicit dependence on \(h\):

\[
\frac{dd_c}{dh}=-\cos\theta_c(h). \tag{12}
\]

At \(h=0\) equation (8) gives \(s_c=1/\sqrt2\), so \(\theta_c=\pi/4\), \(d_c=1/2\), and the slope is \(-1/\sqrt2\).

For the next order, differentiate (12) once more:

\[
\frac{d^2d_c}{dh^2}=\sin\theta_c\,\frac{d\theta_c}{dh}. \tag{13}
\]

From (8), \(ds_c/dh=1/4\) at \(h=0\). Since \(ds_c=\cos\theta_c\,d\theta_c\), the angle changes at the rate \(d\theta_c/dh=\sqrt2/4\). The second derivative is \((1/\sqrt2)(\sqrt2/4)=1/4\), and therefore

\[
d_c=\frac12-\frac{h}{\sqrt2}+\frac{h^2}{8}+O(h^3). \tag{14}
\]

Keeping the first two terms and restoring the fields gives

\[
\boxed{B_{D,c}\simeq\frac{B_K}{2}-\frac{B_x}{\sqrt2}},\qquad
j_c\simeq\frac{2Mt}{\theta_{\rm SH}}\left(\frac{B_K}{2}-\frac{B_x}{\sqrt2}\right). \tag{15}
\]

In terms of \(H_K\) and \(H_x\) the bracket has the same form, \(H_K/2-H_x/\sqrt2\), because both fields are converted by the same factor.

The two coefficients have a direct meaning. The anisotropy torque \(\tfrac12\sin2\theta\) is largest at \(45^\circ\), where it is \(1/2\). At that angle the bias torque is \(h\cos45^\circ=h/\sqrt2\), and this much less is left for the current to supply.

The linear law lies below the closed form (9) for \(0<h<1\). Indeed \(ds_c/dh=\tfrac14[1+h/\sqrt{h^2+8}]\) is positive, so \(\theta_c\) grows with \(h\) and (13) is positive. A curve with positive second derivative lies above its tangent. Relative to (9), the error of the linear law is \(-0.07\%\) at \(h=0.05\), \(-0.3\%\) at \(h=0.1\), \(-1.5\%\) at \(h=0.2\), and \(-10\%\) at \(h=0.4\).

As \(h\to1\), \(s_c\to1\) and (9) goes to zero: the bias alone then pulls the magnetization into the plane. The linear law reaches zero too early, at \(h=1/\sqrt2\).

## 8. The down state and the window

Near the down state write \(\theta=\pi+\varphi\). Both sine and cosine change sign, and

\[
f=-\cos\varphi\,(-\sin\varphi-h)=\cos\varphi\,(\sin\varphi+h).
\]

This is the up-state function with \(h\) replaced by \(-h\), as the symmetry argument requires. The down state is lost at \(d_c(-h)\). The width of the interval between the two thresholds is

\[
d_c(-h)-d_c(h)=\sqrt2\,h+O(h^3), \tag{16}
\]

because the even terms in (14) cancel. Within this interval the up state is gone while the down state still exists and is stable. Reversing the current exchanges the roles of the two states.

## 9. The state near the injected moment

The window does not imply that the spin points down while the current flows. The family with \(\lambda=0\), for which \(\mathbf b=0\), offers another place to settle. From (3), \(\mathbf b=0\) gives

\[
m_z=-\frac hd,\qquad m_x=\frac{m_z}{d}=-\frac h{d^2},\qquad
m_y=\pm\sqrt{1-\frac{h^2}{d^2}-\frac{h^2}{d^4}}. \tag{17}
\]

Such states exist when the root is real. For small \(h/d^2\), the one with \(m_y<0\) lies close to \(\boldsymbol\sigma\), slightly below the film plane.

To find its stability, use \(\delta m_x\) and \(\delta m_z\) as coordinates. Equation (3) gives \(\delta b_x=d\,\delta m_z\), \(\delta b_y=0\) and \(\delta b_z=\delta m_z-d\,\delta m_x\). As \(\mathbf b=0\) in the stationary state, (4) becomes

\[
(1+\alpha^2)\,\delta\dot{\mathbf m}=-\mathbf m\times\delta\mathbf b
+\alpha\,[\delta\mathbf b-\mathbf m(\mathbf m\cdot\delta\mathbf b)].
\]

The needed components of the first term are \(-m_y\delta b_z\) along \(x\) and \(m_y\delta b_x\) along \(z\). The two equations are

\[
\begin{aligned}
(1+\alpha^2)\delta\dot m_x&=\alpha(1-m_x^2)\delta b_x-(m_y+\alpha m_xm_z)\delta b_z,\\
(1+\alpha^2)\delta\dot m_z&=(m_y-\alpha m_xm_z)\delta b_x+\alpha(1-m_z^2)\delta b_z .
\end{aligned}
\]

The coefficient of \(\delta m_x\) in the first line is \(d(m_y+\alpha m_xm_z)\). That of \(\delta m_z\) in the second is \(d(m_y-\alpha m_xm_z)+\alpha(1-m_z^2)\). Their sum gives

\[
\text{trace}=\frac{2dm_y+\alpha(1-m_z^2)}{1+\alpha^2}. \tag{18}
\]

The determinant is a product of two determinants. The map from \((\delta m_x,\delta m_z)\) to \((\delta b_x,\delta b_z)\) contributes \(d^2\). The coefficients of \(\delta b_x\) and \(\delta b_z\) contribute

\[
\alpha^2(1-m_x^2)(1-m_z^2)+m_y^2-\alpha^2m_x^2m_z^2
=\alpha^2(1-m_x^2-m_z^2)+m_y^2=(1+\alpha^2)m_y^2 .
\]

After division by \((1+\alpha^2)^2\), the determinant is \(d^2m_y^2/(1+\alpha^2)>0\). The state with \(m_y<0\) is therefore stable when

\[
2d|m_y|>\alpha(1-m_z^2). \tag{19}
\]

Here \(\boldsymbol\sigma\) is nearly parallel to \(\mathbf m\), and the current does act as linear damping.

## 10. A worked example

Take round model parameters: \(\mu_BB_K=2\times10^{-5}\) eV, \(\mu_BB_x=1\times10^{-6}\) eV, a moment density of \(0.1\,\mu_B\) per Å\(^3\), \(t=10\) Å and \(\theta_{\rm SH}=0.2\). Then \(h=0.05\), and the linear law gives

\[
\mu_BB_{D,c}=\left(\frac{2\times10^{-5}}2-\frac{10^{-6}}{\sqrt2}\right)\text{eV}
=9.29\times10^{-6}\ \text{eV}.
\]

The moment per area is \(0.1\times10=1\,\mu_B\) per Å\(^2\), so the critical torque per area is \(MtB_{D,c}=9.29\times10^{-6}\) eV/Å\(^2\). With \(\hbar\) restored, the torque per area is \(\theta_{\rm SH}\hbar/2\) times the electron flux \(j/e\). Using \(\hbar=6.582\times10^{-16}\) eV s,

\[
\frac{j_c}{e}=\frac{2\times9.29\times10^{-6}}{0.2\times6.582\times10^{-16}}
\ \text{Å}^{-2}\text{s}^{-1}
=1.41\times10^{11}\ \text{Å}^{-2}\text{s}^{-1}.
\]

This is \(j_c=2.26\times10^{12}\) A/m\(^2\). Without bias it would be \(2.43\times10^{12}\) A/m\(^2\). The bias lowers the threshold by the fraction \(\sqrt2\,h=7\%\).

The closed form (9) gives \(d_c=0.4650\) at a tilt of \(46.0^\circ\), against \(0.4646\) from the linear law. The down state persists to \(d=0.5357\), so the window has width \(0.071\).

To see where the spin goes, equation (4) was integrated with an adaptive Runge–Kutta method for \(\alpha=0.02\) and \(\alpha=0.2\). The torque rose smoothly over 1000 time units and was then held for 300. One unit is 16.5 ps, so the rise takes about 16 ns. With a final torque of \(0.99\,d_c\), the spin stayed up, at \(m_z=0.742\), for both dampings. With \(1.01\,d_c\) it left, and for both dampings it ended at

\[
\mathbf m=(-0.2267,\,-0.9681,\,-0.1065).
\]

This is the state (17) at \(d=1.01\times0.4650=0.4696\): \(-h/d=-0.1065\) and \(-h/d^2=-0.2267\). Condition (19) reads \(0.909>0.989\,\alpha\), which both dampings satisfy. During the pulse the spin thus lies almost in the film plane, although a stable down state exists.

The torque was then removed, either abruptly or smoothly over 1000 time units. In all four runs the spin relaxed to \(m_z=-0.9987\), the down state tilted by the bias.

The outcome of an abrupt switch-off depends on the damping, however. With \(\alpha=0.05\), removing the torque abruptly from the same state returns the spin to the up state, at \(m_z=+0.9987\). The energy shows why this is possible. In units of \(MB_K\), the energy of state (17) is

\[
-\frac{m_z^2}2-hm_x=-\frac{h^2}{2d^2}+\frac{h^2}{d^2}=\frac{h^2}{2d^2}>0 .
\]

The energy at \(\mathbf m=+\hat{\mathbf x}\), over which the spin can pass from one hemisphere to the other, is \(-h\). After an abrupt switch-off, energy alone does not confine the spin to the lower hemisphere. A smooth switch-off is no guarantee either: at \(\alpha=0.01\) a removal over 1000 time units can also end in the up state.

## 11. Why the current must rise slowly

A torque applied suddenly leaves the spin away from its new stationary angle. With weak damping it overshoots, and may escape although a stable up state exists. The case \(h=0\), \(\alpha=0\) can be solved. Equation (4) then gives

\[
\dot m_x=-m_y(m_z-dm_x),\qquad \dot m_z=d\,m_ym_z,
\]

\[
\dot m_y=m_xm_z-d(m_x^2+m_z^2).
\]

The spin starts at \(m_z=1\), where \(\dot m_y=-d\). Hence \(m_y\) becomes negative and \(m_z\) decreases. Dividing the first two equations,

\[
\frac{dm_x}{dm_z}=-\frac1d+\frac{m_x}{m_z}.
\]

With \(r=m_x/m_z\) this is \(m_z\,dr/dm_z=-1/d\), and since \(r=0\) at the start,

\[
m_x=-\frac{m_z\ln m_z}{d}. \tag{20}
\]

The descent stops if \(m_y\) returns to zero. There \(m_z=\cos\theta\) and \(m_x=\sin\theta\), and (20) becomes

\[
d=G(\theta)=-\cot\theta\,\ln\cos\theta. \tag{21}
\]

The function \(G\) vanishes at both ends of the interval from 0 to \(\pi/2\). If \(d\) exceeds its maximum, no turning point exists, \(m_z\) decays to zero, and the spin goes to \(\boldsymbol\sigma\). If \(d\) is smaller, the spin turns at the first solution of (21). To see this, differentiate \(G\) and use (21):

\[
G'=1+\frac{\ln\cos\theta}{\sin^2\theta}=1-\frac{d}{\sin\theta\cos\theta}.
\]

At the first solution \(G'>0\), so \(\dot m_y=\sin\theta\cos\theta-d>0\) and the spin swings back.

At the maximum \(G'=0\), so \(-\ln\cos\theta=\sin^2\theta\) and \(d=\tfrac12\sin2\theta\). The numerical solution is \(\theta=63.2^\circ\) and \(d=0.402\). This is the coplanar saddle of Section 5, reached by overshoot. The escape torque is about 20% below the slow threshold \(1/2\).

With the bias of the example and \(\alpha=0.02\), bisection on the final torque, with numerical integration of (4) over 150 time units, gives escape at \(d=0.376\). The slow threshold is \(0.465\). At such weak damping, equation (15) is thus not the threshold of a pulse with a short rise time.

A cautious estimate of a slow rise follows from (11). For small \(\alpha\), ringing about the up state decays at half the magnitude of the trace, \(\alpha(A+\lambda)/2\). At small torque and bias this rate is about \(\alpha\), a decay time of 50 time units for \(\alpha=0.02\). Near the threshold \(A\to0\) and \(\lambda\to s_c^2\approx1/2\), and the decay is slower; immediately below \(d_c\) the motion stops oscillating and the slower rate goes to zero with \(A\). If the current changes little during the decay time, ringing dies out while the current rises. This is not a necessary condition: a smooth rise that is slow compared with the precession period excites little ringing in the first place.

## 12. Where the law ceases to apply

Equation (15) is a first-order result in \(B_x/B_K\) for a single rigid spin at zero temperature. A field-like torque or a bias along \(y\) adds a \(y\) component to \(\mathbf b\). The middle equation in (5) then changes, and the coplanar solution is lost. The independence of the damping can be lost with it. A field along \(+y\), opposite to \(\boldsymbol\sigma\), tilts the up state to \(m_y>0\), where the torque adds a positive term \(2dm_y\) to the trace, as in (18). At weak damping the up state then becomes linearly unstable to growing precession before the two stationary states merge. With \(h=0.05\) and \(b_y=0.04\,d\) this happens at \(d\approx0.43\) for \(\alpha=0.02\) and \(d\approx0.37\) for \(\alpha=0.01\), against \(0.465\); for \(\alpha=0.2\), or for the opposite sign of \(b_y\), the threshold stays near \(0.465\). A \(y\) field of this size comes with the current itself: for the parameters of Section 10, the Oersted field of a metal layer 30 to 50 Å thick is 0.03 to 0.04 of \(B_D\), with a sign set by the stacking order and the sign of \(\theta_{\rm SH}\). Thermal agitation can carry the spin over the saddle before the two stationary states merge. In a film large enough to hold a domain wall, reversal may begin locally, and the balance of a uniform magnetization no longer decides the threshold.

All numerical values are calculated from the stated model.
